# Two-mesh extrapolation of the exact-exchange sum: the weights 8/7 and −1/7

## One Gaussian orbital in a cubic box

Atomic units are used in the algebra. Take one doubly occupied orbital whose normalized density has the transform \(\rho(\mathbf p)=e^{-\beta p^2/2}\). Its exchange energy is \(E_x=-I/2\pi^2\) with \(I=\int d^3p\,e^{-\beta p^2}/p^2\) (the prefactor is derived below). A plane-wave calculation in a box of side \(L\) replaces \(I\) by a sum over \(\mathbf p=h\mathbf u\), with \(h=2\pi/L\) and \(\mathbf u\) integer, leaving out the divergent point \(\mathbf p=0\). Call the error
\[D(\beta,h)=h^3{\sum_{\mathbf p}}'\frac{e^{-\beta p^2}}{p^2}-\int d^3p\,\frac{e^{-\beta p^2}}{p^2}.\]
Differentiation with respect to \(\beta\) removes the singularity. Adding and subtracting the missing point gives
\[\frac{\partial D}{\partial\beta}=h^3-\Big[h^3\sum_{\text{all }\mathbf p}e^{-\beta p^2}-\int d^3p\,e^{-\beta p^2}\Big].\]
By Poisson summation the bracket is \((\pi/\beta)^{3/2}\sum_{\mathbf R\ne0}e^{-R^2/4\beta}\) over the box translations, negligible when \(L^2\gg\beta\). So \(D=D_0(h)+\beta h^3\). Substituting \(\mathbf p=h\mathbf u\) in the definition gives \(D(\beta,h)=hD(\beta h^2,1)\), which forces \(D_0=hC_0\) with a pure number \(C_0\):
\[D=hC_0+\beta h^3 .\]
The first term is independent of the orbital and can be computed once and subtracted. The second depends on the orbital spread, but its scaling is known: on every second mesh point, spacing \(2h\), it is eight times larger, so \((8D_h-D_{2h})/7\) is free of \(\beta\). The Nguyen–de Gironcoli extrapolation is this combination applied to a general insulator.

## The exchange energy as a lattice sum

For a spin-unpolarized system with one-spin density matrix \(\gamma\), the factor \(\tfrac12\) cancels the two spins and the energy per cell is \(E_x=-\int_{\rm cell}d\mathbf r\int d\mathbf r'\,|\gamma(\mathbf r,\mathbf r')|^2/|\mathbf r-\mathbf r'|\). Inserting \(1/s=(2\pi)^{-3}\int d^3p\,4\pi e^{-i\mathbf p\cdot\mathbf s}/p^2\), with \(4\pi/(2\pi)^3=1/2\pi^2\),
\[E_x=-\frac{1}{2\pi^2}\int d^3p\,\frac{A(\mathbf p)}{p^2},\qquad A(\mathbf p)=\int d\mathbf s\,w(\mathbf s)e^{-i\mathbf p\cdot\mathbf s},\]
where \(w(\mathbf s)=\int_{\rm cell}d\mathbf r\,|\gamma(\mathbf r,\mathbf r-\mathbf s)|^2\). Put \(\gamma=N_k^{-1}\sum_{n\mathbf k}\psi_{n\mathbf k}(\mathbf r)\psi^*_{n\mathbf k}(\mathbf r')\) with cell-normalized occupied Bloch states. The \(\mathbf r'\) integral of \(\psi^*_{n\mathbf k}e^{i\mathbf p\cdot\mathbf r'}\psi_{m\mathbf k'}\) over \(N_k\) cells vanishes unless \(\mathbf k'=\mathbf k-\mathbf p\) modulo a reciprocal vector, and then equals \(N_k\) times the cell integral; the \(\mathbf r\) integral is the complex conjugate of that cell integral. Therefore
\[A(\mathbf p)=\frac1{N_k}\sum_{\mathbf k}\sum_{nm}^{\rm occ}\big|\langle\psi_{n\mathbf k}|e^{i\mathbf p\cdot\mathbf r}|\psi_{m,\mathbf k-\mathbf p}\rangle\big|^2 .\]
Since \(|\gamma|^2\) is symmetric in its arguments and invariant under a common lattice translation, \(w\) and \(A\) are even. Idempotency gives \(A(0)=\int_{\rm cell}\gamma(\mathbf r,\mathbf r)=N_{\rm occ}\equiv A_0\). In an insulator \(w\) decays exponentially, all its moments exist, and
\[A=A_0-\mathbf p\cdot M\mathbf p+O(p^4),\qquad M_{ab}=\tfrac12\int w\,s_as_b\,d\mathbf s .\]
For one isolated orbital \(w\) is the autocorrelation of its density, the second moment doubles, and \(M\) is the covariance matrix of the density.

With a Γ-centred \(n_1\times n_2\times n_3\) mesh of \(N_q\) transfers, the points \(\mathbf p=\mathbf q+\mathbf G=\sum_i(m_i/n_i)\mathbf b_i\), \(m_i\) integer, form a lattice \(h\Lambda\) with cell volume \(v_h=h^3v=(2\pi)^3/\Omega N_q\), where \(v\) is the cell volume of \(\Lambda\) and \(\Omega\) that of the crystal. Define \(S_h[f]=v_h\sum'f(\mathbf p)\) without \(\mathbf p=0\). The assumptions from here on are: fixed orbitals, a converged \(\mathbf k\) average and cutoff, \(A\) smooth with integrable derivatives, and \(h\to0\) at fixed lattice shape.

## Error expansion

**Reduction to model terms.** Poisson summation reads \(v_h\sum_{\text{all}}f=\sum_{\mathbf R}\hat f(\mathbf R)\), with \(\hat f(\mathbf R)=\int f e^{-i\mathbf p\cdot\mathbf R}d^3p\) and \(\mathbf R=\boldsymbol\varrho/h\) running over the supercell translations, \(\boldsymbol\varrho\) being the dual lattice of \(\Lambda\). The \(\mathbf R=0\) term is the integral. If the \(k\)-th derivatives of \(f\) are integrable, \(k\) partial integrations give \(|\hat f|\le c/R^k\), and for \(k>3\) the other terms sum to \(O(h^k)\). Choose \(\alpha>0\), let \(T=\sum_mT_m\) be the Taylor polynomial of \(Ae^{\alpha p^2}\) through degree \(2J+1\), and write \(A=e^{-\alpha p^2}T+g\). Then \(g=O(p^{2J+2})\), \(g/p^2\) vanishes at the origin for \(J\ge1\), and its \(k\)-th derivatives grow as \(p^{2J-k}\), integrable in three dimensions for \(k\le2J+2\). This piece contributes \(O(h^{2J+2})\), with \(J\) as large as wanted.

**One model term.** For \(P\) homogeneous of degree \(m\) use \(e^{-\alpha p^2}/p^2=\int_\alpha^\infty e^{-tp^2}dt\). With \(\mathbf p=h\mathbf u\) and \(\tau=th^2\), the measure gives \(h^3\), the polynomial \(h^m\) and \(dt\) gives \(h^{-2}\):
\[(S_h-\textstyle\int)\Big[\frac{Pe^{-\alpha p^2}}{p^2}\Big]=h^{m+1}\displaystyle\int_{\alpha h^2}^\infty\Theta_P\,d\tau,\qquad \Theta_P=v{\sum_{\mathbf u}}'Pe^{-\tau u^2}-\int Pe^{-\tau u^2}d^3u .\]
For large \(\tau\) the sum dies exponentially and the integral falls as \(\tau^{-(m+3)/2}\), which is integrable. For small \(\tau\), restoring \(\mathbf u=0\) and applying Poisson gives \(\Theta_P=-vP(0)\) plus terms carrying \(e^{-\varrho^2/4\tau}\), which vanish with all derivatives as \(\tau\to0\). Define \(C[P]=\int_0^\infty\Theta_Pd\tau\). For \(m>0\), \(P(0)=0\) and the term is \(h^{m+1}C[P]\) up to exponentially small parts. Odd \(m\) give zero by \(\mathbf u\to-\mathbf u\).

**The term \(m=0\).** Here \(\Theta_1=-v+(\pi/\tau)^{3/2}\sum'e^{-\varrho^2/4\tau}\), and \(\int_0^{\tau_0}(\pi/\tau)^{3/2}e^{-\varrho^2/4\tau}d\tau=2\pi^2\,\mathrm{erfc}(\varrho/2\sqrt{\tau_0})/\varrho\), as differentiation in \(\tau_0\) confirms. With \(F=e^{-\alpha p^2}/p^2\), \(I_F=4\pi\int_0^\infty e^{-\alpha p^2}dp=2\pi\sqrt{\pi/\alpha}\), \(C_0=C[1]\) and \(\tau_0=\alpha h^2\), subtracting \(\int_0^{\tau_0}\) from \(\int_0^\infty\) gives exactly
\[S_h[F]-I_F=hC_0+\alpha v_h-2\pi^2{\sum_{\mathbf R}}'\frac{\mathrm{erfc}(R/2\sqrt\alpha)}{R}.\tag{1}\]
For the simple cubic lattice set \(h=1\), \(\mathbf R=2\pi\mathbf n\), \(\alpha=\pi^2/\eta^2\) with \(\eta\) small, so that \(S_h[F]\) is negligible. Then \(I_F=\pi\cdot2\eta/\sqrt\pi\), \(\alpha v=\pi\cdot\pi/\eta^2\), and \(C_0=\pi\xi\) with the Madelung constant \(\xi=\sum'\mathrm{erfc}(\eta n)/n-2\eta/\sqrt\pi-\pi/\eta^2=-2.837297\), so \(C_0=-8.913633\).

**Which polynomials contribute.** A homogeneous polynomial is a sum of pieces \(u^{2k}H_l\) with \(H_l\) harmonic of degree \(l\). From the definition \(\Theta_{u^2P}=-d\Theta_P/d\tau\), so \(C[u^2P]=\Theta_P(0)-\Theta_P(\infty)=-vP(0)\). This gives \(C[u^2]=-v\) and \(C[u^2P]=0\) for every \(P\) of positive degree. Only the constant, \(u^2\), and the purely harmonic parts survive. Multiplication by \(e^{\alpha p^2}\) adds only multiples of \(p^2\), so the harmonic part of \(T_l\) is that of the degree-\(l\) term of \(A\); call it \(H_l\). At degree two, \(T_2=(\alpha A_0-\tfrac13\mathrm{tr}M)p^2+H_2\), where \(H_2\) is minus the traceless part of \(\mathbf p\cdot M\mathbf p\). Its isotropic piece yields \(-v_h(\alpha A_0-\tfrac13\mathrm{tr}M)\), and the \(\alpha A_0v_h\) cancels against \(A_0\) times the second term of (1):
\[S_h[A/p^2]-I=A_0C_0h+\tfrac13v_h\,\mathrm{tr}M+\sum_{l=2,4,\dots}h^{l+1}C[H_l].\tag{2}\]
This is an asymptotic series, independent of \(\alpha\), up to exponentially small terms. The Gaussian case is \(M=\beta\mathbb 1\), \(H_l=0\).

**Axial case and real-space meaning.** The degree-\(l\) term of \(A\) is \((-i)^l\int w\,(\mathbf p\cdot\mathbf s)^l/l!\). The leading coefficient of the Legendre polynomial \(P_l\) is \((2l-1)!!/l!\), so \(x^l=l!\,P_l(x)/(2l-1)!!\) plus lower \(P_{l-2k}\), which produce pieces \(p^{2k}H_{l-2k}\). If \(w\) is symmetric about \(z\), the addition theorem averages \(P_l(\hat{\mathbf p}\cdot\hat{\mathbf s})\) to \(P_l(\cos\theta_p)P_l(\cos\theta_s)\), and
\[H_l=\frac{(-1)^{l/2}Q_l}{(2l-1)!!}\,p^lP_l(\cos\theta_p),\qquad Q_l=\int w\,s^lP_l(\cos\theta_s)\,d\mathbf s,\]
with \(Q_2=\int w(s_z^2-s_x^2)=2(M_{zz}-M_{xx})\). For \(C_l=C[u^lP_l]\), complete the square in the transform of \(He^{-\tau u^2}\): the argument shifts by \(-i\boldsymbol\varrho/2\tau\), and a spherical average of a harmonic polynomial equals its value at the centre, so the transform is \((\pi/\tau)^{3/2}(-i/2\tau)^lH(\boldsymbol\varrho)e^{-\varrho^2/4\tau}\). With \(\int_0^\infty\tau^{-l-3/2}e^{-\varrho^2/4\tau}d\tau=\Gamma(l+\tfrac12)(4/\varrho^2)^{l+1/2}\) and \(\Gamma(l+\tfrac12)=\sqrt\pi(2l-1)!!/2^l\), the powers of two leave a factor 2 and \(C_l=2\pi^2(-1)^{l/2}(2l-1)!!\sum'P_l/\varrho^{l+1}\). The energy error of order \(l\) is
\[-\frac{h^{l+1}C[H_l]}{2\pi^2}=-Q_l{\sum_{\mathbf R}}'\frac{P_l(\cos\theta_R)}{R^{l+1}},\tag{3}\]
the multipole expansion of the attraction between an electron and the supercell images of its exchange hole, \(w\) being the electron–hole pair distribution. The sum converges absolutely for \(l\ge4\); for \(l=2\) it does not, and \(C_2\) is taken from the \(\tau\) integral. On a cubic lattice \(C_2=0\), since \(u_z^2\) averages to \(u^2/3\) over each shell.

## Baseline and weights

The Gygi–Baldereschi subtraction removes the \(O(h)\) term with (1). In the form used here the known \(\alpha v_h\) is taken out as well:
\[E_{GB}(h)=-\frac1{2\pi^2}\big\{S_h[A/p^2]-A_0\,(S_h[F]-I_F-\alpha v_h)\big\}.\]
By (2), \(E_{GB}-E_x=c_3h^3+c_5h^5+O(h^7)\), and with \(v_h/2\pi^2=4\pi/\Omega N_q\),
\[c_3h^3=-\frac{4\pi}{3}\frac{\mathrm{tr}M}{\Omega N_q}-\frac{h^3C[H_2]}{2\pi^2},\qquad c_5=-\frac{C[H_4]}{2\pi^2}.\]
The residual falls as \(1/N_q\). It arises because \((A-A_0)/p^2\) tends to the finite, direction-dependent limit \(-\hat{\mathbf p}\cdot M\hat{\mathbf p}\) at the omitted point. Filling that point with the spherical average would need \(\mathrm{tr}M\) and would leave the \(H_2\) term.

The lattice \(2h\Lambda\) has the shape of \(h\Lambda\), so the constants \(C[\cdot]\) are the same and (2) holds with \(h\to2h\). Form \(w_1E_{GB}(h)+w_2E_{GB}(2h)\). Keeping \(E_x\) requires \(w_1+w_2=1\); cancelling \(c_3\) requires \(w_1h^3+w_2(2h)^3=0\), that is \(w_1=-8w_2\). Then \(-7w_2=1\):
\[w_1=\tfrac87,\qquad w_2=-\tfrac17 .\]
The solution is unique and needs no knowledge of \(M\). A term \(h^n\) is multiplied by \((8-2^n)/7\), which is \(6/7\), \(4/7\), \(0\), \(-24/7\) for \(n=1,2,3,5\). The extrapolation therefore does not cure the \(O(h)\) error, which still needs the subtraction, and it leaves \(-\tfrac{24}7c_5h^5\). For isotropic \(A\) all \(H_l\) vanish and no power of \(h\) remains.

The coarse points are the fine points with all \(m_i\) even, and \(v_{2h}=8v_h\). In \(X=\tfrac87S_h-\tfrac17S_{2h}\) such a point has weight \(v_h(\tfrac87-\tfrac87)=0\) and every other point has \(\tfrac87v_h\). The origin is all-even, so any finite value given to it would drop out. Applied to (1), \(X\) removes \(\alpha v_h\), which scales as \(h^3\), so
\[E_X=-\frac1{2\pi^2}\big\{X[A/p^2]-A_0\,(X[F]-I_F)\big\},\qquad X[F]-I_F=\tfrac67hC_0,\tag{4}\]
the last equality up to the erfc terms.

## Pseudocode and cost

```
input: b_i, n_i, Omega, alpha, occupied orbitals, p_max
v = (2 pi)^3 / (Omega n1 n2 n3)
weight(m) = 0 if m1, m2, m3 are all even, else 8/7
D = -2 pi sqrt(pi/alpha)                 # once per cell
for integer m with exp(-alpha p^2) above tolerance:
    p = sum_i (m_i/n_i) b_i
    if weight(m) > 0: D += v weight(m) exp(-alpha p^2)/p^2
S = 0
for q = (j1,j2,j3), k, occupied pair (n,n'):
    rho(G) = FFT of conj(u_nk) u_n',k-q
    for G = (g1,g2,g3) with |q+G| < p_max:
        m_i = j_i + n_i g_i
        if weight(m) > 0:
            S += v weight(m) |rho(G)|^2 / (N_k |q+G|^2)
E_x = -(S - N_occ D) / (2 pi^2)
```
Here \(u_{n\mathbf k}\) are the periodic parts, and the FFT sign is that of \(\langle u_{n\mathbf k}|e^{i\mathbf G\cdot\mathbf r}|u_{n',\mathbf k-\mathbf q}\rangle\). No new pair densities are needed: the added work is one parity test per \((\mathbf q,\mathbf G)\) and one lattice sum per cell shape. If all \(n_i\) are even, \(m_i\) has the parity of \(j_i\), so the eighth of the \(\mathbf q\) points with all \(j_i\) even, \(\mathbf q=0\) among them, can be skipped whole. If the \(n_i\) are odd the parity depends on \(g_i\) and no \(\mathbf q\) is skipped. The doubled lattice then does not contain the \(\mathbf b_i\), which is harmless, since the derivation used only that it is a lattice in extended \(\mathbf p\) space; \(n_i=1\) is allowed. The parity must be taken from the integers of the unfolded \(\mathbf q+\mathbf G\).

## Worked example

H₂ at 0.74 Å, RHF/STO-3G, is placed along \(z\) in a cubic box and sampled at Γ with the frozen orbital of the isolated molecule, so \(A=|\rho(\mathbf p)|^2\) and \(A_0=1\). The reference is the analytic exchange integral, \(E_x=-18.361044\) eV (\(-0.67475593\) hartree). The moments are \(M_{xx}=0.19232\), \(M_{zz}=0.28548\), \(\mathrm{tr}M=0.67013\) Å², \(Q_2=2(0.28548-0.19232)=0.18632\) Å², \(Q_4=0.07593\) Å⁴, \(Q_6=0.03652\) Å⁶. The sums use \(\alpha=0.14001\) Å² and a cutoff of 34.02 Å⁻¹.

At \(L=10\) Å, \(h=0.628319\) Å⁻¹. The raw sum is \(-14.315891\) eV. The shift \(hC_0/2\pi^2=\xi/L\) is \(-4.085608\) eV, which fixes the Coulomb energy at distance \(L\) as \(4.085608/2.837297=1.43996\) eV. Their sum is \(E_{GB}(h)=-18.40150\) eV, 40.454 meV below the reference. The \(h^3\) law gives \(-(4\pi/3)(0.67013/100)\times1.43996\) eV \(=-40.420\) meV. Equation (3) with the cubic sum \(\sum'P_4/n^5=3.10823\) gives \(c_5h^5=-0.07593\times3.10823\times10^{-4}\times1.43996\) eV \(=-0.0340\) meV, and the two add to \(-40.454\) meV. The coarse mesh has \(E_{GB}(2h)=-18.685498\) eV, an error of \(-324.45\) meV, equal to \(8\times(-40.420)+32\times(-0.0340)\). The combination is
\[E_X=\frac{8(-18.401498)+18.685498}{7}\ \text{eV}=-18.36093\ \text{eV}\quad(-0.6747516\ \text{hartree}).\]
The one-pass form gives the same value as \(-14.858978-3.501950\) eV, the shift being \(\tfrac67\times4.085608\) eV. The error against the reference is \(+0.1171\) meV. The \(h^5\) law gives \(+0.1165\) meV, and the \(l=6\) term, \(-0.03652\times0.57333\times10^{-6}\times1.43996\) eV multiplied by \((8-128)/7\), adds \(0.0005\) meV.

Errors against the reference, in meV:

| \(L\)/Å | GB | \(h^3\) law | X | \(h^5\) law |
|---|---|---|---|---|
| 8 | −79.050 | −78.946 | 0.3541 | 0.3556 |
| 10 | −40.454 | −40.420 | 0.1171 | 0.1165 |
| 12 | −23.405 | −23.391 | 0.0470 | 0.0468 |
| 16 | −9.871 | −9.868 | 0.0111 | 0.0111 |

Between 8 and 16 Å the GB error falls by 8.008 and the X error by 31.8, against 8 and 32. Weights built from the measured ratio \(r\), namely \(r/(r-1)\) and \(-1/(r-1)\), are 1.1427 and −0.1427. At 8 Å the X error lies below the \(h^5\) law although the \(l=6\) correction is positive. The doubled mesh there corresponds to a 4 Å box. For Gaussian \(A\) the last term of (1) adds \(+\sum'\mathrm{erfc}/R\) to the coarse energy, which enters with weight \(-1/7\), so overlap with images has the right sign; that it accounts for the size is a conjecture.

In a 12×12×15 Å box, \(C_2=0.26285\) for the lattice \(\mathbf u=(i,j,\tfrac{12}{15}k)\). The \(h^3\) error has an isotropic part of \(-18.713\) meV and an \(l=2\) part of \(+1.710\) meV, about 9% of the former. The GB error is \(-17.013\) meV and the X error \(+0.032\) meV, so both parts are cancelled.

A dispersive case uses dimerized chains in a cubic cell with round model parameters (cell 2.5 Å, dimer 1.0 Å, Gaussian site width 0.5 Å, hoppings 2.0 and 0.5 eV), with \(A\) from Bloch overlaps and the reference, \(-14.106071\) eV, from the real-space density matrix. The \(15^3\) mesh gives errors of \(-1.2046\) meV (GB) and \(0.00433\) meV (X), the \(16^3\) mesh \(-0.9924\) and \(0.00312\) meV. The numerical check asserts the X error against the series through \(l=8\) to 1% of the \(h^5\) term for both meshes and for H₂ at \(L\ge10\) Å.

## Stability

All weights are 0 or \(8/7\), so the one-pass sum has no cancellation between meshes, and an error \(|\delta A(\mathbf p)|\le\epsilon(\mathbf p)\) changes \(X[A/p^2]\) by at most \(\tfrac87S_h[\epsilon/p^2]\), which is \(8/7\) of the worst-case bound for the plain fine-mesh sum. Because \(A(0)=A_0\), the subtraction acts as a kernel value \(-\tfrac67hC_0/v_h\) in place of \(1/p^2\) at the origin. It is positive when \(C_0<0\), as for the simple cubic lattice, and \(E_X\) is then a negative semidefinite form in the pair densities.

The parameter \(\alpha\) has a two-sided window. The sum of \(F\) must extend until \(e^{-\alpha p^2}\) is below tolerance. The erfc term of (1) is now set by the coarse mesh, whose shortest translation is \(R_{\min}/2\), so \(\mathrm{erfc}(R_{\min}/4\sqrt\alpha)\) must be negligible too. In the example at 10 Å, halving \(\alpha\) is asserted to change \(E_X\) by less than \(10^{-5}\) meV.

## Failure modes

**Small supercells.** Series (2) must hold on the coarse lattice, so \(w(\mathbf s)\) must be negligible at half the supercell length in every direction. An exponentially small error \(\epsilon(R)\) of the baseline becomes \(\tfrac87\epsilon(R)-\tfrac17\epsilon(R/2)\). With strongly unequal supercell edges the second piece can exceed the \(h^3\) term that was removed, because it is set by the shortest edge while the \(h^3\) term falls with the volume. For the Gaussian orbital with \(\beta=1\) bohr² in a 5×5×50 bohr box, (1) gives \(4\pi\beta/\Omega=0.0101\) hartree for the \(h^3\) term and \(\tfrac17\sum'\mathrm{erfc}(R/2\sqrt\beta)/R=0.0197\) hartree over the halved box for the second piece. A small gap lengthens the range of \(w\), which raises \(Q_4\) and the overlap with the halved supercell, and Γ-only sampling of a small cell shortens the halved translations; both erode the gain. For the dimerized chains on a \(14^3\) mesh the ratio of the GB error to the X error falls from about 240 to about 5 when the weaker hopping goes from 0.5 to 1.4 eV.

**Shifted or partly doubled meshes.** The derivation assumes a lattice that contains the origin and is doubled along all three axes. Otherwise the subgrid in general has another shape or another offset relative to the singularity, and the constants \(C[\cdot]\) change. Doubling one axis multiplies the term \(\tfrac13v_h\,\mathrm{tr}M\) by 2 instead of 8, and a lattice of transfers that misses the origin omits no point, so that term is absent.

**Metals.** In the electron gas \(A\) is the overlap fraction of two Fermi spheres displaced by \(\mathbf p\). Two caps of height \(H=k_F-p/2\), each of volume \(\pi H^2(3k_F-H)/3\), divided by \(4\pi k_F^3/3\), give \((k_F-\tfrac p2)^2(2k_F+\tfrac p2)/2k_F^3=1-3p/4k_F+p^3/16k_F^3\) for \(p<2k_F\), normalized to two electrons. Then \(\int_0^{2k_F}A\,dp=(2-\tfrac32+\tfrac14)k_F\) and \(E_x=-(2/\pi)\tfrac34k_F=-3k_F/2\pi\). The term linear in \(|\mathbf p|\) puts \(-3/(4k_Fp)\) into the integrand. With \(1/p=\pi^{-1/2}\int_0^\infty t^{-1/2}e^{-tp^2}dt\), the same scaling gives \(h^3\cdot h^{-1}\) times \(\pi^{-1/2}\int_0^\infty\tau^{-1/2}\Theta_1d\tau\). Splitting at a small \(\tau_0=\eta^2\), the lower part is \(-2\eta/\sqrt\pi\) and the upper part \(\sum'\mathrm{erfc}(\eta u)/u-\pi/\eta^2\), so on the cubic lattice the constant is \(\xi\). The leading error is \(3\xi h^2/8\pi^2k_F=|E_x|\,\xi h^2/4\pi k_F^2\). For \(k_F=1.0\) Å⁻¹, \(|E_x|=6.87532\) eV and \(h=0.050\) Å⁻¹ this is \(-6.87532\times2.837297\times0.0025/4\pi\) eV \(=-3.881\) meV, the computed GB error. The extrapolation leaves \(4/7\) of it, \(-2.218\) meV, and halving \(h\) reduces that by 4.000 only, to \(-0.554\) meV. This test takes the \(\mathbf k\) average exactly; a discrete \(\mathbf k\) mesh with sharp occupations adds errors outside this analysis.

**Screened kernels.** For the erfc-screened interaction with range parameter \(\omega\), \(1/p^2\) becomes \((1-e^{-p^2/4\omega^2})/p^2\), which is smooth. For an insulator the sum including the origin at its limit \(A_0/4\omega^2\) has no power-law error by the Poisson argument, so there is nothing to cancel, and the extrapolation moves the image error to the half-size supercell. That error is set by the range \(1/\omega\) of the kernel and need not be small there. For the Gaussian orbital, the difference of (1) at \(\beta\) and at \(\beta'=\beta+1/4\omega^2\) gives an energy error close to \(-\sum'\mathrm{erfc}(R/2\sqrt{\beta'})/R\). With \(\beta=1\) bohr² and \(\omega=0.11\) bohr⁻¹ the full sum is off by \(-36\) meV in a 10 Å box and by \(-4\times10^{-5}\) meV in a 20 Å box, while the extrapolated value is off by \(+517\) and \(+5.1\) meV.

**Sharp cutoffs.** Truncating \(A\) where it is not negligible introduces a step on a sphere. Its transform decays too slowly for the remainder bound, and (2) no longer describes the error.

## Computed values

```
weights fine, coarse: 8/7 -1/7
factor on h^n, n=1,2,3,5: [6/7, 4/7, 0, -24/7]
sc: C_4 = 0.65786, sum P_l/n^(l+1) = 3.10823
sc: C_6 = -0.30430, sum P_l/n^(l+1) = 0.57333
sc: C_8 = 8.54463, sum P_l/n^(l+1) = 3.25929
sc: C_0 = -8.913633, Madelung = -2.837297
H2 bond 0.74 A, alpha 0.14001 A^2, p cutoff 34.02 1/A
M_xx 0.19232, M_zz 0.28548, trM 0.67013 A^2
Q2 0.18632 A^2, Q4 0.07593 A^4, Q6 0.03652 A^6
reference E_x = -18.361044 eV = -0.67475593 Ha
L/A: error in meV of raw, GB, GB h^3 law, X, X h^5 law
 8: 5027.96011 -79.04962 -78.94575 0.35410 0.35558
10: 4045.15354 -40.45424 -40.42023 0.11708 0.11652
12: 3381.26815 -23.40500 -23.39133 0.04698 0.04683
16: 2543.63340 -9.87146 -9.86822 0.01113 0.01111
error ratio L=8/L=16: GB 8.0079, X 31.81
weights from measured ratio: 1.14270 -0.14270
L=10 A: h = 0.628319 1/A
L=10 A: raw sum -14.315891 eV, Madelung shift -4.085608 eV
L=10 A: E_GB(h) -18.401498 eV, E_GB(2h) -18.685498 eV
L=10 A: one-pass sum -14.858978 eV, shift -3.501950 eV
L=10 A: E_X = -18.360927 eV = -0.67475162 Ha
box 12x12x15 A: C_2 = 0.26285
  h^3 terms: isotropic -18.7131, l=2 1.7095 meV
  errors: GB -17.0129, X 0.03188 meV
chain: a 2.5 A, d 1.0 A, sigma 0.5 A, t 2.0, 0.5 eV
chain: E_x -14.106071 eV, trM 1.05208 A^2, Q4 2.0560 A^4
chain n=15: GB -1.20461, X 0.004325, X law 0.004322 meV
chain n=16: GB -0.99244, X 0.003124, X law 0.003122 meV
gas: kF 1.0 1/A, E_x per two electrons -6.87532 eV
gas h=0.050 1/A: GB -3.8808, X -2.2176, 4/7 law -2.2176 meV
gas h=0.025 1/A: GB -0.9702, X -0.5544, 4/7 law -0.5544 meV
gas: X error ratio on halving h = 4.000
```
